# The Blech threshold for electromigration in a confined metal line

A reliability calculation for a metal interconnect must decide, segment by segment, whether to assign a drift velocity and a lifetime or to treat the segment as one in which atomic transport comes to rest. The decision rests on the product of current density and line length. At a given current density, a short line can build up enough mechanical stress to stop the atoms without damage, while a long one cannot. The critical product follows from a force balance, but its value also depends on what the two ends of the line can withstand and on whether a void is already present.

Consider a straight, uniform, isothermal line of length $L$, bonded to surroundings that hold its shape. Electrons enter at the cathode end, $x=0$, and leave at the anode end, $x=L$. Let $j>0$ be the magnitude of the current density and $\rho$ the resistivity. Conventional current runs opposite to the electrons, so the electric field along $x$ is $-\rho j$. The force on an atom is written as an effective charge $Z^*e$ times the field, where $e>0$ is the elementary charge. The number $Z^*$ combines the direct force of the field on the ion with the momentum transferred by scattered electrons. When the latter, the electron wind, dominates, $Z^*$ is negative and the force is

$$F=Z^*e(-\rho j)=|Z^*|e\rho j>0. \tag{1}$$

It points towards the anode. If $Z^*$ were positive, the two ends would exchange roles.

Stress enters through the work needed to add an atom. Let $\sigma$ be the stress in the metal, positive in tension, and $\Omega$ the volume per atom. Suppose an atom is inserted at an internal boundary of area $A$ across which the traction is $\sigma$. The two sides move apart by $\Omega/A$, and the traction, a force $\sigma A$, does work $\sigma A\,(\Omega/A)=\Omega\sigma$. The cost of adding the atom falls by this amount:

$$\mu=\mu_0-\Omega\sigma. \tag{2}$$

Atoms are therefore drawn towards tension and away from compression. Equation (2) treats the stress as the same in all directions, or at least equal on the boundaries where atoms are exchanged. It also omits the elastic energy stored in the added atom's own volume, $\Omega\sigma^2/2B$ for a modulus $B$. Relative to $\Omega\sigma$ this is $\sigma/2B$, or 0.4% for 400 MPa and 50 GPa.

The total driving force on an atom is the wind force minus the gradient of $\mu$:

$$f=F-\frac{\partial\mu}{\partial x}=F+\Omega\frac{\partial\sigma}{\partial x}. \tag{3}$$

To turn force into velocity, take atoms that hop a distance $a$ to the right or left at rates $\Gamma e^{\pm fa/2kT}$. These rates have the ratio $e^{fa/kT}$ required by detailed balance. The mean velocity is

$$v=a\Gamma\left(e^{fa/2kT}-e^{-fa/2kT}\right)=2a\Gamma\sinh\frac{fa}{2kT}\simeq\frac{a^2\Gamma f}{kT}. \tag{4}$$

Without a force, hops occur at total rate $2\Gamma$ and each adds $a^2$ to the variance of position. The variance is then $2\Gamma a^2t$, and comparison with $2Dt$ gives the diffusivity $D=\Gamma a^2$. Hence $v=Df/kT$. The first relative correction in (4) is $(fa/kT)^2/24$. A direct calculation of the hopping distribution at $fa/kT=0.02$ gave a drift of 1.000017 times the linear law, as this correction predicts. In the example below, the wind force gives $Fa/kT=8.7\times10^{-6}$ for a hop of 0.25 nm, so the linear law is ample.

There are $1/\Omega$ atoms per unit volume, so the atomic flux is $J=v/\Omega$. The volume of metal carried through unit area per unit time is

$$\Omega J=\frac{D}{kT}\left(F+\Omega\frac{\partial\sigma}{\partial x}\right). \tag{5}$$

If both ends block atoms, a steady state has no flux anywhere: a steady flux is uniform along the line, and it vanishes at the ends. Since $D$ is not zero, the bracket must vanish:

$$\frac{\partial\sigma}{\partial x}=-\frac{F}{\Omega},\qquad \sigma(0)-\sigma(L)=\frac{FL}{\Omega}. \tag{6}$$

The cathode end is left in greater tension than the anode end, because atoms have been carried from one to the other. The stress gradient pushes atoms back with a force equal and opposite to the wind. Diffusivity has dropped out: it governs how fast the balance is reached, not what the balance is. This remains true if $D$ varies along the line, provided it vanishes nowhere.

Now let $\Delta\sigma_{\max}$ be the largest stress difference, cathode minus anode, that the ends can sustain without damage. Rest without damage requires $FL/\Omega\le\Delta\sigma_{\max}$. Inserting (1) and dividing by the positive factor $|Z^*|e\rho/\Omega$ gives

$$\boxed{\,jL\le(jL)_c=\frac{\Omega\,\Delta\sigma_{\max}}{|Z^*|e\rho}\,} \tag{7}$$

This is the Blech threshold. It is often convenient to speak of a maximum sustainable stress gradient, but in this model the material limits stresses, not gradients. The sustainable gradient is $\Delta\sigma_{\max}/L$, which is larger for a shorter line. That inverse dependence on length is why the threshold is a product $jL$ and not a current density alone. With a fixed gradient limit $g$, equation (6) would give $j\le\Omega g/(|Z^*|e\rho)$, with no dependence on length.

It remains to find $\Delta\sigma_{\max}$. Suppose first that the cathode end is a free edge, or that a void has already separated the metal from its end wall, while a conducting layer alongside keeps the current flowing. A free surface carries no normal traction, so $\sigma(0)=0$ if the capillary pressure of a curved surface is neglected. That pressure is of order $2\gamma/r$ for surface energy $\gamma$ and radius $r$. With $\gamma\approx1.5$ J/m² it is 6 MPa at $r=500$ nm but 60 MPa at 50 nm, so in narrow lines or at small voids it shifts the edge stress, and the threshold with it, by an appreciable part of the stress limits used below. The anode can bear compression up to a magnitude $\sigma_x$, at which metal is extruded. The subscript here is a label, not a derivative. The resting profile $\sigma=-Fx/\Omega$ is admissible if $FL/\Omega\le\sigma_x$, so

$$\Delta\sigma_{\max}=\sigma_x\qquad\text{(free cathode edge).} \tag{8}$$

Suppose instead that the line is intact, with both ends blocked, and starts with a uniform stress $\sigma_T$, left for example by differential thermal contraction. Here the conservation of atoms matters. Let $\theta$ be the excess atomic volume per unit volume of line. Because the surroundings confine the metal, adding atoms compresses it, and with an effective modulus $B$

$$\sigma=\sigma_T-B\theta. \tag{9}$$

No atoms enter or leave, so $\int_0^L\theta\,dx=0$ and the mean stress remains $\sigma_T$. The straight profile with slope $-F/\Omega$ and this mean is

$$\sigma(x)=\sigma_T+\frac{F}{\Omega}\left(\frac L2-x\right). \tag{10}$$

Each end takes half of the stress difference. If a void forms at tension $\sigma_v$, the two ends impose

$$\sigma_T+\frac{FL}{2\Omega}\le\sigma_v,\qquad \sigma_T-\frac{FL}{2\Omega}\ge-\sigma_x. \tag{11}$$

Solving each for $FL/\Omega$ gives $FL/\Omega\le2(\sigma_v-\sigma_T)$ and $FL/\Omega\le2(\sigma_x+\sigma_T)$. Both must hold, and therefore

$$\Delta\sigma_{\max}=2\min(\sigma_v-\sigma_T,\ \sigma_x+\sigma_T)\qquad\text{(intact line).} \tag{12}$$

Twice the smaller of two numbers cannot exceed their sum, so this difference is at most $\sigma_v+\sigma_x$. Equality requires $\sigma_v-\sigma_T=\sigma_x+\sigma_T$, or $\sigma_T=(\sigma_v-\sigma_x)/2$. For any other initial stress, one end reaches its limit while the other still has strength in reserve.

The same profile follows from an energy argument that does not use the flux law. In one dimension a constant force has the potential $-Fx$. Per unit cross-section, with $\theta/\Omega$ excess atoms per volume, the energy is

$$E=\int_0^L\left[\frac{(\sigma_T-B\theta)^2}{2B}-\frac{F}{\Omega}x\theta\right]dx. \tag{13}$$

Minimizing $E$ at fixed $\int\theta\,dx$ with a Lagrange multiplier $\lambda$ requires $-(\sigma_T-B\theta)-Fx/\Omega=\lambda$. By (9) this is $\sigma=-\lambda-Fx/\Omega$, the slope found in (6). Numerical minimization of a discretized form of (13), for the 20 µm line treated below, gave a slope of −20.027 MPa/µm, against $F/\Omega=20.027$ MPa/µm.

A resting state that respects the limits would be of little use if the stress exceeded them on the way there. The approach to rest follows from conservation of atoms, $\partial\theta/\partial t=-\Omega\,\partial J/\partial x$. Differentiating (9) in time and using (5) with uniform $D$,

$$\frac{\partial\sigma}{\partial t}=-B\frac{\partial\theta}{\partial t}=B\frac{\partial(\Omega J)}{\partial x}=\kappa\frac{\partial}{\partial x}\left(\frac{\partial\sigma}{\partial x}+\frac F\Omega\right),\qquad \kappa=\frac{DB\Omega}{kT}. \tag{14}$$

Define $q=\partial\sigma/\partial x+F/\Omega$, which is proportional to the flux. Equation (14) reads $\partial\sigma/\partial t=\kappa\,\partial q/\partial x$. Differentiating it once in $x$, and noting that $F/\Omega$ is constant in time, gives

$$\frac{\partial q}{\partial t}=\kappa\frac{\partial^2q}{\partial x^2}. \tag{15}$$

In an intact line $q=0$ at both ends, and initially $q=F/\Omega$ inside. A solution of the diffusion equation cannot leave the range of its initial and boundary values, so $0\le q\le F/\Omega$ at all times. Two results follow. First, $\partial\sigma/\partial x=q-F/\Omega\le0$, so the greatest tension is at the cathode end and the greatest compression at the anode end. Second, $q$ is zero at $x=0$ and nowhere negative, so $\partial q/\partial x\ge0$ there, and the cathode tension never decreases. By the same reasoning at $x=L$, the anode stress never increases. Both ends approach their final values without overshoot, and criterion (12) covers the whole history. This argument needs uniform $D$ and a uniform initial stress. If $D$ varies along the line, the final state is unchanged, but the argument does not exclude larger stresses during the transient.

With a free edge, rest is reached only after the edge has moved. Atoms leave the edge and are packed into the line until the compression balances the wind. If the edge recedes by $u$, the volume lost there per unit area equals the excess stored in the line. With $\theta=(\sigma_T-\sigma)/B$ and the resting stress $\sigma=-Fx/\Omega$,

$$u=\int_0^L\theta\,dx=\frac1B\int_0^L\left(\sigma_T+\frac{F}{\Omega}x\right)dx=\frac LB\left(\sigma_T+\frac{FL}{2\Omega}\right). \tag{16}$$

For $\sigma_T\ge0$, being below the threshold thus means a finite recession, not none. The modulus, absent from the threshold, sets its size: softer surroundings, and so a smaller $B$, allow more metal to be moved before the stress is sufficient. Nor does the anode overshoot here if $\sigma_T\ge0$. The difference between $\sigma$ and its resting value obeys the diffusion equation, starts at $\sigma_T+Fx/\Omega\ge0$, vanishes at the edge and has zero slope at the blocked anode, so it stays non-negative. For $\sigma_T<0$ the argument fails, and (8) is necessary but not sufficient: with the parameters below, a 9.5 µm line starting at $\sigma_T=-150$ MPa lies under the threshold, yet its anode would pass through about $-213$ MPa, beyond the extrusion limit, before settling at $-190$ MPa.

Above the free-edge threshold, the anode reaches $-\sigma_x$ and begins to extrude. If it then holds that stress, the line settles into a steady flow. Steady flow means that $J$ is uniform, so by (5) the stress is linear between $0$ and $-\sigma_x$, with slope $-\sigma_x/L$. The edge recedes at $v=\Omega J$:

$$v=\frac{D}{kT}\left(F-\frac{\Omega\sigma_x}{L}\right)=\frac{DF}{kT}\left[1-\frac{(jL)_c}{jL}\right]. \tag{17}$$

The last step uses $\Omega\sigma_x/(FL)=\Omega\sigma_x/(|Z^*|e\rho jL)=(jL)_c/(jL)$, with the free-edge threshold from (7) and (8). The velocity falls continuously to zero at the threshold, and for very long lines it tends to the value $DF/kT$ set by the wind alone. Equation (17) holds while the recession is small compared with $L$, and for a diffusivity that does not depend on stress. If compression lowers $D$, for example as $e^{\Omega\sigma/kT}$ through a smaller number of vacancies, the threshold is unchanged but the edge moves more slowly than (17) predicts. For the parameters below, the exponent is $-0.35$ at the extrusion limit, so the velocities given there apply only to constant $D$.

For a numerical case take round model parameters: $\Omega=0.012$ nm³, $Z^*=-5$, $\rho=30$ nΩ m, $B=50$ GPa, $\sigma_x=200$ MPa, $\sigma_v=400$ MPa, $\sigma_T=150$ MPa, $T=500$ K, $D=10^{-16}$ m²/s and $j=10^{10}$ A/m². The force is

$$F=5(1.602\times10^{-19}\,\text{C})(3.0\times10^{-8}\,\Omega\,\text{m})(10^{10}\,\text{A/m}^2)=2.403\times10^{-16}\ \text{N}.$$

Dividing by $\Omega=1.2\times10^{-29}$ m³ gives $2.003\times10^{13}$ Pa/m, or 20.03 MPa of stress difference for each micrometre of line. With a free edge, $\Delta\sigma_{\max}=200$ MPa and

$$(jL)_c=\frac{(1.2\times10^{-29}\,\text{m}^3)(2.0\times10^8\,\text{Pa})}{5(1.602\times10^{-19}\,\text{C})(3.0\times10^{-8}\,\Omega\,\text{m})}=9.99\times10^4\ \text{A/m},$$

which is 999 A/cm. At the chosen current density the critical length is 9.99 µm. For the intact line, $\Delta\sigma_{\max}=2\min(250,350)=500$ MPa, so the product is 2497 A/cm and the critical length 24.97 µm. Void formation, not extrusion, sets this limit. The upper bound $\sigma_v+\sigma_x=600$ MPa corresponds to 2996 A/cm, and would be attained for $\sigma_T=100$ MPa.

Three lengths at the same current density show the three possible outcomes for these parameters. They were followed with a time-dependent finite-volume solution of (14), in which the length is held fixed and the anode releases atoms only when its stress reaches $-\sigma_x$. The values are collected in the numerical output.

A line of 5 µm needs a stress difference of 100.1 MPa, below both limits. If intact, its cathode tension rises to $150+50.1=200.1$ MPa and no void forms. If it has a free edge, (16) gives

$$u=\frac{5\ \mu\text{m}}{50\,000\ \text{MPa}}(150+50.1)\ \text{MPa}=20.0\ \text{nm},$$

and the calculated edge stopped after 20.01 nm.

A line of 20 µm needs 400.5 MPa. Intact, it comes to rest with $150+200.3=350.3$ MPa at the cathode, below the 400 MPa at which a void forms. With a free edge, however, the sustainable gradient is $200/20=10$ MPa/µm, half of the 20.03 MPa/µm required, and the edge keeps moving. The wind alone would give $DF/kT=12.53$ nm/h, and (17) reduces this to $12.53\,(1-9.99/20)=6.27$ nm/h, in agreement with the calculated 6.275 nm/h. The fate of this line depends on its history: it survives if it starts whole, but a void introduced at the cathode by some other means will grow far beyond the size seen in the 5 µm line. If the current density stays fixed, the edge slows to rest only as the remaining metal approaches the critical length of 9.99 µm, when about half the line is gone. Its relaxation time scale $L^2/\kappa$ is 12.8 h, in which an edge at the steady velocity moves about 80 nm. The initial transient adds a comparable amount, but the total stays below 1% of $L$, so treating $L$ as fixed is justified over such times. Over longer times it is not: after ten such intervals the edge has moved about 0.85 µm, and (17) with the shortened length gives about 6.0 nm/h.

A line of 40 µm needs 801.1 MPa and exceeds both thresholds. With a free edge it drifts at 9.40 nm/h. For the intact line the calculation, which does not let a void open, ends at a cathode tension of 601.1 MPa, whereas (10) would give $150+400.5=550.5$ MPa. The difference arises because the anode has extruded. Once it is held at $-200$ MPa, balance requires $801.1-200=601.1$ MPa at the cathode. Loss of atoms at the anode has raised the tension everywhere. Either value is above $\sigma_v$, so in this model a void would have formed before that state was reached.

The same calculation tested the criteria where they could fail. For intact lines with $\sigma_T=150$ MPa, limited by voiding, and with $\sigma_T=0$, limited by extrusion, damage was absent at 0.98 of the predicted critical length and present at 1.02 of it. For the intact 20 µm line the cathode tension rose without overshoot. A diffusivity varying along that line as $1+0.8\sin(2\pi x/L)$ left the final stress unchanged.

The intact threshold is not always the higher one. For $\sigma_T\ge0$, by (8) and (12), it falls below the free-edge threshold when $2(\sigma_v-\sigma_T)<\sigma_x$, that is, when $\sigma_T>\sigma_v-\sigma_x/2$, which is 300 MPa here. Between the two products a void then forms but stops growing. Its final size is still given by (16), because the mean stress was $\sigma_T$ until the void opened. Whether such a line has failed depends on whether the circuit tolerates a void of length $u$.

Set beside real interconnects, the atomic volume and resistivity are close to those of copper at 500 K, while aluminium has larger values of both. Thresholds of roughly a thousand to a few thousand A/cm are commonly found. The temperature of 500 K is typical of accelerated tests and well above normal service. The diffusivity is not a lattice value, which for copper at 500 K is some ten orders of magnitude smaller. In real lines atoms move along interfaces and grain boundaries, and $D$ must be read as an effective value averaged over the cross-section, so the velocities and times above are illustrative and depend on the structure. The least certain inputs to the threshold are $Z^*$, to which the product is inversely proportional, and the stress limits. A real cathode interface may contain flaws or poorly bonded patches, contrary to the assumption of a uniform limit $\sigma_v$. If these lowered $\sigma_v$ from 400 to 200 MPa with everything else fixed, the intact stress difference would fall from 500 to 100 MPa and the product from 2497 to about 499 A/cm, a factor of five. The initial stress matters too: setting $\sigma_T=0$ instead of 150 MPa gives 400 MPa and about 1997 A/cm. Real ends may also fail to block atoms. Suppose the anode leaks freely into an adjoining conductor that holds the stress there at zero. A line with a free cathode edge then has no stress difference to oppose the wind, and in steady flow its edge drifts at $DF/kT$ whatever its length. An intact line with a blocked cathode can still come to rest, but its cathode tension is then $FL/\Omega$ above the stress at the anode, and (12) no longer applies. The absence of overshoot is lost as well: from an initial tension $\sigma_T>0$ the cathode stress first rises above $\sigma_T$, and in a short line it passes through a peak higher than its final value. A design rule based on $jL$ therefore presupposes steady direct current, blocking ends, and a threshold determined for the same structure, temperature and initial stress. If a pre-existing void at the cathode end cannot be excluded, $jL$ must also lie below the free-edge value, and the recession (16) must be tolerable. A void elsewhere that spans the metal divides the line, and while it stays open each part must be judged by its own length and end conditions.

## Computed results

```
INPUTS
atomic volume: 0.012 nm^3
effective charge number: -5
resistivity: 30 nOhm m
effective modulus: 50 GPa
anode extrusion limit sigma_x: 200 MPa
void formation limit sigma_v: 400 MPa
initial stress sigma_T: 150 MPa
temperature: 500 K
diffusivity: 1.0e-16 m^2/s
current density: 1.0e+10 A/m^2
FORCE AND BALANCE
wind force per atom: 2.4033e-16 N
balancing stress gradient: 20.027 MPa/um
slope from energy minimum: -20.027 MPa/um
force times 0.25 nm over kT: 8.70e-06
hopping drift / (D F/kT) at bias 0.02: 1.000017
stress diffusivity kappa: 8.692e-15 m^2/s
THRESHOLDS
free edge: stress difference 200 MPa
  threshold jL: 9.9864e+04 A/m = 998.6 A/cm
  critical length: 9.99 um
intact line: stress difference 500 MPa
  threshold jL: 2.4966e+05 A/m = 2496.6 A/cm
  critical length: 24.97 um
upper bound sigma_v+sigma_x: stress difference 600 MPa
  threshold jL: 2.9959e+05 A/m = 2995.9 A/cm
  critical length: 29.96 um
THREE LINES (time-dependent calculation)
drift velocity without back stress: 12.533 nm/h
L = 5 um: jL = 5.00e+04 A/m
  stress difference needed: 100.1 MPa
  largest gradient with free edge: 40.0 MPa/um
  cathode stress if no void forms: 200.1 MPa
  late edge velocity with free edge: 0.000 nm/h
L = 20 um: jL = 2.00e+05 A/m
  stress difference needed: 400.5 MPa
  largest gradient with free edge: 10.0 MPa/um
  cathode stress if no void forms: 350.3 MPa
  late edge velocity with free edge: 6.275 nm/h
L = 40 um: jL = 4.00e+05 A/m
  stress difference needed: 801.1 MPa
  largest gradient with free edge: 5.0 MPa/um
  cathode stress if no void forms: 601.1 MPa
  late edge velocity with free edge: 9.404 nm/h
recession of the stopped 5 um line: 20.01 nm
relaxation time L^2/kappa at 20 um: 12.78 h
```
